# Arrival Time of a Developer Front in Photoresist, part 1

(Sections cited here and not found follow in the second part.)

## First half: the motion of the front

A resist film fills $0<z<d$, with $z$ measured downward. Developer covers the top surface $z=0$ from time zero. The substrate at $z=d$ does not dissolve. The boundary between developer and resist, called the front, moves into the resist along its own normal with speed $R(\mathbf r)$.

The rate $R$ is a continuous function of position with $0<R_{\min}\le R\le R_{\max}$. It does not depend on time, on the direction or curvature of the front, or on what happened earlier at the same place. These are assumptions about the chemistry, and part (i) estimates what some of them cost. Let $T(\mathbf r)$ be the time at which the front first reaches $\mathbf r$, so that $T=0$ on the top surface.

### (a) The local equation

Suppose that $T$ is smooth near a point $\mathbf r$ and that its gradient does not vanish there. Find the differential equation for $T$. How fast does the front appear to descend along a fixed vertical line?

**Solution.** At time $t$ the front is the surface $T(\mathbf r)=t$. Its unit normal, pointing toward resist that dissolves later, is

$$\mathbf n=\frac{\nabla T}{|\nabla T|}.$$

A piece of front at $\mathbf r$ at time $t$ has moved to $\mathbf r+\mathbf nR\,dt$ at time $t+dt$. Since $T$ is the arrival time at both places,

$$T(\mathbf r+\mathbf nR\,dt)=T(\mathbf r)+dt .$$

Expanding the left side to first order gives $T(\mathbf r)+R\,dt\,\mathbf n\cdot\nabla T$. Because $\mathbf n\cdot\nabla T=|\nabla T|$, the terms in $dt$ give

$$R\,|\nabla T|=1,\qquad |\nabla T|=\frac1R .$$

This is an eikonal equation, with the slowness $1/R$ in the place that the refractive index has in optics. Surfaces of equal arrival time are crowded where the resist dissolves slowly. The equation also gives $\mathbf n=R\nabla T$, which is used repeatedly below.

At fixed lateral position, the depth of the front obeys $T(x,z(t))=t$. Differentiation gives $(\partial T/\partial z)\,dz/dt=1$, and $\partial T/\partial z=n_z/R$, so

$$\frac{dz}{dt}=\frac{R}{n_z}.$$

For a front moving partly downward, $0<n_z\le1$, and this apparent speed is at least $R$. On a steep sidewall it can be much larger than $R$, because the wall arrives from the side. Equating the vertical speed with $R$ is correct where the front is horizontal.

If the rate depended on time, $R(\mathbf r)$ would be replaced by $R(\mathbf r,T)$. If it depended on the orientation of the front, it would be replaced by $R(\mathbf r,\mathbf n)$. The arguments below use neither extension.

### (b) Comparison with an arbitrary path

Assign to a path through the resist the travel time $\int ds/R$, where $s$ is arc length. Let $T$ be a smooth solution of the equation in (a), positive inside the film and zero on its top surface. Compare $T(P)$ with the travel time of any path from the top surface to $P$.

**Solution.** Let the path start at $A$ on the top surface and have unit tangent $\mathbf t$. Along it,

$$\frac{dT}{ds}=\mathbf t\cdot\nabla T\le|\nabla T|=\frac1R ,$$

because the scalar product of a unit vector with $\nabla T$ cannot exceed the length of $\nabla T$. Integrating from $A$ to $P$, with $T(A)=0$, gives

$$T(P)\le\int_A^P\frac{ds}{R}.$$

Equality requires $\mathbf t=\mathbf n$ along the path. To find such a path, start at $P$ and move backward along $-\mathbf n$. Then

$$\frac{dT}{ds}=-\mathbf n\cdot\nabla T=-\frac1R\le-\frac1{R_{\max}} .$$

The arrival time falls at a rate that cannot approach zero, so it reaches zero within the length $R_{\max}T(P)$. The curve ends on the top surface, since $T$ vanishes nowhere else. Traversed forward, it has travel time $T(P)$. Therefore

$$T(P)=\min_{\text{paths}}\int\frac{ds}{R}.$$

One condition has been used: the backward curve must stay in the film. It could leave through the substrate if $\partial T/\partial z<0$ there, which would describe developer entering from below. With an insoluble substrate and no developer beneath it, such a solution is excluded.

The minimum has a simple consequence. If the rate is lowered anywhere, the travel time of every path stays the same or increases, and so does the minimum. Slower resist cannot make any point dissolve sooner.

### (c) Fronts with corners

Two parts of a front can meet and form a corner, where there is no normal. State a growth rule that covers corners and agrees with normal motion elsewhere. Show what equation the resulting arrival time obeys, and whether that equation by itself determines $T$.

**Solution.** The rule is the following. The material dissolved by $t+\Delta t$ consists of the points that can be joined to material dissolved by $t$ through a path in the film with $\int ds/R\le\Delta t$. Near a smooth part of the front and for small $\Delta t$, such a path has length at most about $R\Delta t$. It gets farthest from the front by following the normal, so the front advances by $R\Delta t$, as required.

Apply the rule from time zero, when only the top surface has been reached. The arrival time is then the least travel time,

$$T(P)=\min\int\frac{ds}{R},$$

now without assuming smoothness. Steps in time are consistent: paths taking $t$ and $\Delta t$ can be joined, and a path taking $t+\Delta t$ can be cut.

This $T$ is continuous. If $P$ and $Q$ are joined by a straight segment in the film, a path to $Q$ can be extended to $P$ at a cost of at most $|PQ|/R_{\min}$. The same holds with $P$ and $Q$ exchanged, so

$$|T(P)-T(Q)|\le\frac{|PQ|}{R_{\min}} .$$

A function with such a bound is differentiable at almost every point.

Now take a point $P$ inside the film and a small sphere of radius $\varepsilon$ around it. Every path to $P$ from the top surface crosses this sphere. The part after its last crossing has length at least $\varepsilon$ and lies where $R$ is close to $R(P)$. A straight radius attains this length. Hence

$$T(P)=\min_{|\mathbf e|=1}\left[T(P+\varepsilon\mathbf e)+\frac{\varepsilon}{R(P)}\right]+o(\varepsilon),$$

where $o(\varepsilon)$ vanishes faster than $\varepsilon$. If $T$ is differentiable at $P$, then $T(P+\varepsilon\mathbf e)=T(P)+\varepsilon\,\mathbf e\cdot\nabla T+o(\varepsilon)$. Subtract $T(P)$, divide by $\varepsilon$ and let $\varepsilon\to0$:

$$0=\min_{|\mathbf e|=1}\left[\mathbf e\cdot\nabla T\right]+\frac1R=-|\nabla T|+\frac1R .$$

The minimum lies at $\mathbf e=-\nabla T/|\nabla T|$, the direction from which the front came. The eikonal equation is recovered wherever $T$ is differentiable.

The equation does not determine $T$ when corners are admitted. Consider a strip $0<x<L$ of uniform resist with developer on both sides. Its first arrival time is

$$T=\frac1R\min(x,\;L-x).$$

The function $R^{-1}\min(x,\,|x-L/2|,\,L-x)$ has the same boundary values and also satisfies $|dT/dx|=1/R$ except at isolated points. It says that resist at $x=L/2$ dissolves at time zero, although no developer is there.

The sphere relation tells which corners are allowed. Let two smooth branches with gradients $\mathbf p_1\ne\mathbf p_2$, both of length $1/R$, meet at $P$. To first order, the relation requires the smallest change of $T$ over all directions to be $-\varepsilon/R$.

- If $T=\min(T_1,T_2)$, the choice $\mathbf e=-R\mathbf p_1$ gives the change $-\varepsilon/R$. No direction gives a lower value, and the relation holds.
- If $T=\max(T_1,T_2)$, a change of $-\varepsilon/R$ would need both $\mathbf e\cdot\mathbf p_1$ and $\mathbf e\cdot\mathbf p_2$ to equal $-1/R$. The first requires $\mathbf e=-R\mathbf p_1$ and the second $\mathbf e=-R\mathbf p_2$. These directions differ, so the relation fails.

The false minimum in the strip is a corner of the second type. The solution with the correct corners is called the viscosity solution; here it is the first-arrival time.

### (d) Paths of the front elements

The curves that follow $\mathbf n$ are called rays. Derive equations for a ray that contain $R$ but not $T$. Toward which side does a ray bend?

**Solution.** By definition a ray moves with the front,

$$\frac{d\mathbf r}{dt}=R\,\mathbf n .$$

Set $\mathbf p=\nabla T=\mathbf n/R$. Where $T$ is twice differentiable, the change of a component $p_i$ along the ray is

$$\frac{dp_i}{dt}=\sum_jRn_j\,\partial_jp_i=\sum_jRn_j\,\partial_ip_j .$$

The second form uses $\partial_jp_i=\partial_j\partial_iT=\partial_ip_j$. Insert $n_j=Rp_j$ and then $|\mathbf p|^2=R^{-2}$:

$$\frac{dp_i}{dt}=R^2\sum_jp_j\,\partial_ip_j=\frac{R^2}{2}\,\partial_i|\mathbf p|^2=\frac{R^2}{2}\,\partial_iR^{-2}=-\frac1R\,\partial_iR .$$

Next differentiate $\mathbf n=R\mathbf p$. Along the ray $dR/dt=R\,\mathbf n\cdot\nabla R$, so

$$\frac{d\mathbf n}{dt}=\frac{dR}{dt}\,\mathbf p+R\,\frac{d\mathbf p}{dt}=\mathbf n(\mathbf n\cdot\nabla R)-\nabla R .$$

The right side is minus the component of $\nabla R$ perpendicular to the ray. The ray therefore bends toward slower resist. In terms of the front, its faster side gets ahead, and the normal turns toward the slower side.

On the top surface $T$ is constant, so its gradient is vertical and every ray starts straight down. If $R$ depends on depth alone, the perpendicular component vanishes along a vertical ray. The rays then stay vertical, and $T=\int_0^zdz'/R(z')$.

### (e) Rays that cross

A film with $R=20$ nm/s contains a slow inclusion centred on the plane $x=0$:

$$R=20\left[1-0.4\,e^{-[x^2+(z-150)^2]/(2\cdot40^2)}\right]\ \text{nm/s},$$

with lengths in nm. Rays from both sides bend toward it, and those that start close enough to the plane of symmetry cross it. Does a ray still mark the front after crossing?

**Solution.** Let a ray from the right reach the plane at $C$ at time $t_C$, travelling in direction $\mathbf n_2$. Its mirror image reaches $C$ at the same time in a different direction $\mathbf n_1$. Follow the mirror ray to $C$ and the original ray beyond it. This combined path takes as long as the original ray, but it has a corner at $C$.

A corner can be cut. Replace the last length $\varepsilon$ before $C$ and the first length $\varepsilon$ after it by the straight segment between their ends. Its length is $\varepsilon|\mathbf n_1+\mathbf n_2|$, which is less than $2\varepsilon$ because the directions differ. The time saved is

$$\frac{\varepsilon}{R(C)}\left(2-|\mathbf n_1+\mathbf n_2|\right)+o(\varepsilon)>0 .$$

A faster path to every later point of the ray therefore exists. The ray still obeys the equations in (d), but after crossing it is late and lies in material that has already dissolved.

For a numerical test, 199 rays were started at even spacing on one side of the plane and followed for 20 s. Their end points were compared with least times found by searching over many polylines. Forty rays had crossed the plane, and the latest was 5.48 s behind the first arrival at its end point. For the uncrossed rays the two times agreed within 0.028 s.

A simulation that draws the front by following rays must therefore discard the late ones. A calculation of the minimum does so by construction.

## Second half: closed forms and a patterned film

The coordinate $z$ is the depth in a film of thickness $d$, $R$ is the local dissolution rate, and $T$ is the first arrival time, zero at $z=0$. The first half established

$$|\nabla T|=\frac1R,\qquad T(P)=\min\int\frac{ds}{R},\qquad \frac{d\mathbf r}{dt}=R\,\mathbf n=R^2\nabla T .$$

The first relation holds where $T$ is differentiable, and the third on rays that have not become late. The minimum runs over paths in the film from the top surface to $P$. Any single path gives an upper bound on $T$.

### (f) A rate that varies linearly from side to side

Let $R=gX$, where $X>0$ is the horizontal distance from a line on the surface at which the rate would vanish, and $g$ is a constant in 1/s. Find $T$, the rays and the shape of the front. Evaluate them for $g=0.050$ 1/s at $X=300$ nm and $z=400$ nm, in a film that extends to $X=500$ nm.

This part has shown that the front's first arrival time is the least travel time from the top surface, that it obeys the eikonal equation wherever it is differentiable, and that rays which cross the plane of symmetry in (e) are late afterward. What remains is the solution of (f), the bounds for a line and space pattern, the standing-wave resist example, and estimates of effects outside the model.
